False interface traps from flat-band patches: Terman against high-low capacitance

**What fixes the form of the false signal**

Consider a metal-oxide-semiconductor capacitor made of patches that differ only in flat-band voltage. Patch i covers an area fraction w_i, and its curve is displaced by s_i. If C₀(u) is the high-frequency capacitance per area of one patch at a voltage u from its own flat band, the whole capacitor shows

C(V) = Σ w_i C₀(V − s_i) ≡ ⟨C₀⟩.

Put the zero of V at the area-mean flat band, so that ⟨s⟩ = 0. The leading distortion is then proportional to the variance σ² = ⟨s²⟩.

Terman analysis finds the voltage at which an ideal curve has the measured capacitance. Replacing C by a + bC in both curves, with constants a and b, changes neither the averaging nor this matching. The voltage mismatch can therefore depend on C₀ only through combinations that such a replacement leaves alone. The one available from first and second derivatives is C₀″/C₀′, with dimension 1/voltage. Hence, to leading order,

mismatch = constant × σ² C₀″/C₀′.

Terman analysis turns a mismatch that varies with bias into a trap density, so patches can imitate traps.

The high-low method takes a difference between two capacitances at one bias. That difference is an area average of patch differences. If each vanishes, so does the average, however widely the flat bands are spread.

**The ideal patch**

Take p-type silicon with complete ionization and nondegenerate carriers. Let ψ be the band bending, positive in depletion, v = qψ/kT, and g = (n_i/N_A)². Poisson's equation, with distance in units of the Debye length L_D = √(ε kT/(q²N_A)), is

v″ = 1 − e^(−v) + g(e^v − 1).

The terms come from acceptors, holes and electrons. Multiplying by v′ and integrating from the neutral bulk, where v = v′ = 0, gives v′² = 2G with

G = e^(−v) + v − 1 + g(e^v − v − 1).

Let F = √(2G) with the sign of v. The magnitude of the silicon charge, counted positive in depletion, is Q = (ε/L_D)(kT/q)F. Its derivative with respect to ψ is the static silicon capacitance:

C_s = (ε/L_D)[1 − e^(−v) + g(e^v − 1)]/F.

The oxide and the silicon are in series, so

u = ψ + Q/C_ox,
du/dψ = (C_ox + C_s)/C_ox.

At high frequency, holes follow the signal but the number of electrons per area cannot change. The electrons may still redistribute within their layer, which is described by letting g vary. Their excess number is proportional to

N(v,g) = ∫₀^v g(e^y − 1)/F(y,g) dy.

Holding N fixed requires dg/dv = −N_v/N_g, where subscripts denote partial derivatives. Since ∂F/∂g = (e^v − v − 1)/F, the high-frequency silicon capacitance C_sH lies below the static one by

C_s − C_sH = (ε/L_D)[(e^v − v − 1)/F](N_v/N_g).

For v ≫ 1 and ge^v ≪ 1, F ≈ √(2(v − 1)), N_v ≈ ge^v/F and N_g ≈ e^v/F. Thus N_v/N_g ≈ g and

C_s − C_sH ≈ (ε/L_D) g e^v/√(2(v − 1)).

This exponentially small term limits the high-low null. The patch capacitances are C_ox C_s/(C_ox + C_s) at low frequency and C₀ = C_ox C_sH/(C_ox + C_sH) at high frequency.

**Why Terman analysis sees traps**

In a uniform device with real traps of density D per area and energy, a change dψ changes the trap charge by −qD dψ. The gate must supply an extra voltage qD dψ/C_ox. With V_id(ψ) the ideal u(ψ), this gives

D = (C_ox/q) d(V − V_id)/dψ.

Here q is in coulombs, and D comes out per eV because a bending of 1 V moves the levels by 1 eV. The high frequency is assumed too fast for traps to respond, so equal high-frequency capacitance means equal ψ.

Patches break that inference. Terman analysis assigns one apparent bending ψ_app, with u_app = V_id(ψ_app), through C₀(u_app) = C(V). Differentiate this equality with respect to V:

C₀′(u_app) du_app/dV = ⟨C₀′⟩.

The reported density is therefore

D_T = (C_ox/q)(dV/du_app − 1)(du_app/dψ_app)
= [(C_ox + C_s)/q][C₀′(u_app)/⟨C₀′⟩ − 1],

with C_s taken at ψ_app. The false density is positive where averaging makes the curve shallower than the ideal curve at the same capacitance. No charge has moved into or out of a trap.

For a small spread, expand both sides of the matching condition:

C₀(V) + (u_app − V)C₀′ = C₀(V) + ½σ²C₀″.

Thus V − u_app = −½σ²C₀″/C₀′, as the opening argument required. Since C₀″/C₀′ is the derivative of ln|C₀′|, one more derivative gives

D_T ≈ −½σ²[(C_ox + C_s)/q] d² ln|C₀′|/du².

In accumulation C₀ levels off at C_ox, and in depletion its slope also dies away. Between them |C₀′| has a maximum, where the curvature of its logarithm cannot be positive. This is the origin of the positive false density around flat band. The positive range is bounded on both sides. In the example below the maximum of |C₀′| lies at u ≈ 0.04 V and D_T is positive from about −0.24 to +0.27 V; further into accumulation it is negative (about −7×10¹⁰ cm⁻² eV⁻¹ at −0.3 V).

**Why the false density turns negative in depletion**

Once e^(−v) and the electron terms are negligible, Q² = 2εqN_A(ψ − kT/q) and C_s = εqN_A/Q. The series rule gives 1/C₀ = 1/C_ox + Q/(εqN_A). Squaring,

1/C₀² = 1/C_ox² + 2Q/(C_ox εqN_A) + 2(ψ − kT/q)/(εqN_A)
= 1/C_ox² + 2(u − kT/q)/(εqN_A).

Differentiation yields C₀′ = −C₀³/(εqN_A). With every patch in this regime, the slope ratio becomes

D_T = [(C_ox + C_s)/q][⟨C₀⟩³/⟨C₀³⟩ − 1] ≤ 0.

The inequality holds because the cube is a convex function of a positive capacitance. Patches with larger capacitance have disproportionately large slopes, so the averaged curve is steeper than the ideal one at equal capacitance. In this regime patches do not mimic a physical trap density: they produce a negative one.

For a small spread, ln|C₀′| = −(3/2) ln(1/C₀²) + constant, and 1/C₀² has the constant slope 2/(εqN_A). The curvature is 6C₀⁴/(εqN_A)², so

D_T ≈ −3σ²[(C_ox + C_s)/q][C₀²/(εqN_A)]².

Near inversion the depletion law fails. Electrons raise C_s, so dψ/du = C_ox/(C_ox + C_s) falls. The high-frequency capacitance also changes less with ψ than the depletion law predicts. Both effects reduce the high-frequency slope of inverting patches. In the example below the false density is positive again above about 0.81 V.

**Why the high-low method does not see the patches**

Real traps that follow the low frequency but not the high one add qD in parallel with the silicon at low frequency alone. Removing the series oxide from each measurement and subtracting gives

D_HL = (1/q)[C_LF C_ox/(C_ox − C_LF) − C_HF C_ox/(C_ox − C_HF)].

Fixed oxide charge sets the operating point of a patch but contributes no alternating charge. Writing each series capacitance as C_ox − C_ox²/(C_ox + C_s), the patch difference is

C_LF,i − C_HF,i = C_ox²(C_s − C_sH)_i/[(C_ox + C_s)_i(C_ox + C_sH)_i].

Without traps, the numerator contains only the minority term found above. When it is negligible in every patch, C_LF = C_HF for the whole device. The two terms of D_HL are then the same function of the same number, and they cancel despite the nonlinearity of that function.

The condition concerns every patch, not the average. A patch with responding traps adds a positive difference weighted by its area. So does a trap-free patch that has begun to invert, if its electrons follow the low frequency.

**How large: a silicon example**

Take 300 K, N_A = 10¹⁶ cm⁻³, n_i = 10¹⁰ cm⁻³, ε = 11.7ε₀ and a 20 nm oxide with ε_ox = 3.9ε₀, so C_ox = 172.7 nF/cm². Five patch types carry fixed charge of 1, 2, 3, 4 and 5 × 10¹¹ cm⁻², with area weights 1:4:6:4:1. For charge at the silicon interface,

s_i = −q(N_i − ⟨N⟩)/C_ox.

One step of 10¹¹ cm⁻² moves the flat band by 0.0928 V. The weights make σ one step, and the offsets run from −0.186 to +0.186 V. The last two columns are in cm⁻² eV⁻¹. Their last digit depends on the material constants chosen: n_i = 9.65×10⁹ cm⁻³ lowers D_HL by 7% at 0.5 V and by 3% at 0.996 V, and ε = 11.9ε₀ changes D_T at 0.3 V to −2.3×10¹⁰.

V (V)   C/C_ox   D_T   D_HL
0.000   0.589   +3.6×10¹¹   below 10⁴
0.186   0.394   +1.4×10¹¹   below 10⁴
0.300   0.314   −2.4×10¹⁰   below 10⁴
0.400   0.269   −5.1×10¹⁰   8×10⁴
0.500   0.239   −3.9×10¹⁰   1.5×10⁶
0.996   0.169   +2.7×10¹¹   3.9×10¹¹

At V = 0, removing the series oxide gives C_s = 172.7 × 0.5891/0.4109 = 247.6 nF/cm². Then (C_ox + C_s)/q = 2.62×10¹² cm⁻² eV⁻¹. Dividing D_T by this number gives 0.136: the ideal slope is 13.6% steeper than the averaged slope at equal capacitance. That modest change of slope reads as a trap density of 3.6×10¹¹ cm⁻² eV⁻¹.

The small-spread law was tested at this bias with all offsets reduced tenfold. It gives 4.05×10⁹ cm⁻² eV⁻¹, and the full Terman procedure also gives 4.05×10⁹. Scaling the law back by 100 predicts 4.05×10¹¹, which is 13% above the full-spread result. The quadratic law is thus a fair estimate at σ = 0.093 V, but no longer an accurate one.

At V = 0.186 V the patch with the highest flat-band voltage is just at flat band and all others are depleted, yet D_T is still positive. The sign changes at 0.274 V. Being past flat band is not enough for the depletion law, because holes still contribute near the interface.

At 0.5 V, C₀ ≈ 0.2387 × 172.7 = 41.2 nF/cm² and (C_ox + C_s)/q = 1.42×10¹² cm⁻² eV⁻¹. The flat-band silicon capacitance ε/L_D is 253.4 nF/cm². Its square times kT/q = 0.02585 V gives εqN_A = 1.66×10⁻¹⁵ F² V/cm⁴. Hence C₀²/(εqN_A) = 1.02 V⁻¹, and

D_T ≈ −3(0.0928)²(1.02)² × 1.42×10¹² ≈ −3.8×10¹⁰ cm⁻² eV⁻¹.

The full calculation gives −3.9×10¹⁰, and the cubic-average formula gives −4.1×10¹⁰.

Between −0.2 and 0.588 V the magnitude of D_HL stays below 2.1×10⁷ cm⁻² eV⁻¹; near the upper end it grows by about 3% per millivolt. At the upper end, the patch with the lowest flat band has ψ = 1.5φ_F, where φ_F = (kT/q) ln(N_A/n_i) = 0.357 V. There ge^v = 10⁻³ and v = 20.7. The minority formula gives 2.5×10⁸ for that patch, or 1.6×10⁷ after multiplying by its area fraction 0.0625. This simple weighting leaves out the other patches and the change of series-oxide factor between patch and average, but it accounts for the size of the residue.

At 0.996 V the mean patch has ψ = 2φ_F, and both methods report a few 10¹¹ without a single trap. Their rough agreement there is not evidence for traps. The high-low reading is electron response, and a uniform trap-free capacitor at this bending would also have one.

**What real traps would do**

Suppose the Terman density at V = 0 were real, with traps that follow the low frequency but not the high one. It would add qD_T = 57 nF/cm² to the silicon at low frequency. The series capacitance would rise from 101.7 to 110.3 nF/cm², an excess of 8.4% over the high-frequency value. The trap-free patches give no such excess. This is the measurable distinction between two models that share one high-frequency curve.

Now put a real, constant density of 3.00×10¹¹ cm⁻² eV⁻¹ into the same patches. At 0.4 V, Terman analysis returns 2.52×10¹¹, which is 16% low, while high-low analysis returns 3.01×10¹¹. With no flat-band spread, both return 3.00×10¹¹.

The high-low error has a simple leading-order form. Let c_i = C₀,i/C_ox, so that 1 − c_i = C_ox/(C_ox + C_s). To first order in qD, each patch contributes a capacitance difference (1 − c_i)²qD. The extraction divides the average by (1 − ⟨c⟩)², giving

D_HL ≈ D[1 + Var(c)/(1 − ⟨c⟩)²].

The correction is positive, in agreement with the computed sign. It is small in depletion, where the curves flatten and the spread of capacitance shrinks: 0.2% at 0.4 V. It is larger near flat band and in accumulation, about 5% at V = 0 and 6% at −0.2 V, where 1 − ⟨c⟩ is smaller. For this trap density the first-order form overestimates the correction by roughly 10 to 20% of its size.

**How the model compares with real oxides**

The doping and oxide thickness are ordinary values for a silicon test capacitor. The oxide charge is high for a well-annealed thermal oxide, where roughly 10¹⁰ to 10¹¹ cm⁻² is more typical; the example is nearer a damaged or poorly annealed film. Halving the charge spread at fixed doping and thickness would reduce the flat-band artefact about fourfold, to roughly 1×10¹¹ cm⁻² eV⁻¹ by the small-spread law. Real charge is not confined to five levels, and real patches have edges. A strip one depletion width (298 nm at 2φ_F) inside each side of a 50 µm square covers 2.4% of its area. For 10 µm squares the fraction is about 12%, and for patches comparable with the depletion width the independent-patch sum fails.

Terman analysis is also sensitive to errors in the ideal curve. If a uniform device has 5% more doping than its comparison curve, the false density is +3.3×10¹⁰ at V = 0 and +7.3×10¹⁰ at 0.4 V. If every patch in the example has this doping error, D_T stays positive throughout depletion, with a minimum of about 2×10¹⁰ near 0.4 V. A missing negative region in depletion therefore does not rule out patches. Displacing the silicon charge by 1 nm, applied at all biases as a rough allowance for quantum confinement, gives +9.6×10¹⁰ at V = 0 but only 1.6×10⁸ at 0.4 V. About 1% of the bulk acceptors are un-ionized. At the tabulated biases the silicon charge alone gives an oxide field of up to 0.19 MV/cm, which is the value printed by the program. The fixed charge at the silicon interface changes the field by qN_i/ε_ox, at most 0.23 MV/cm. Even if the two added, Fowler-Nordheim tunnelling would be negligible.

**What to do about it**

Measure low- and high-frequency capacitance on the same capacitor, and compare D_T with D_HL where even the patch with the lowest flat-band voltage is clear of inversion. Since that patch is not known beforehand, stay below the nominal inversion voltage by at least the suspected distance from the mean flat band to the lowest one, plus a margin for weak inversion. The rms spread alone is not enough. In the example, keeping every patch below 1.5φ_F sets the limit at 0.588 V, although the mean patch reaches 2φ_F only at 0.996 V.

Match the two capacitance scales before interpreting a null. A low-frequency reading 0.5% too high relative to the high-frequency one creates a false D_HL of 1.9×10¹⁰ cm⁻² eV⁻¹ at V = 0 and 2.7×10⁹ at 0.4 V. Both are far above the minority-carrier residue at those biases, so a calibration error of this size would matter more there than the electron response.

A positive D_T with D_HL near zero is consistent with patches but does not prove them. Traps that follow both frequencies escape the high-low difference. So do traps too slow for the low-frequency measurement that still change charge during the bias sweep. Doping and thickness errors must also be excluded.

If the patches are large enough, capacitors smaller than a patch offer a separate check. A capacitor lying within one patch has a rigidly shifted ideal curve, and a rigid shift gives D_T = 0. A set of such capacitors should then show scattered flat-band voltages but little stretch-out, provided that making them small has not added charge or traps. Their area-weighted scatter supplies the s_i needed to predict the large capacitor's curve. The full numerical output follows.

Values computed for the example and the checks

```
Temperature 300 K, thermal voltage 25.85 mV
Doping 1.0e+16 cm^-3, intrinsic density 1.0e+10 cm^-3
Oxide thickness 20.0 nm, C_ox 172.7 nF/cm2
Flat-band C_s 253.4 nF/cm2
Fermi potential 0.357 V, twice that 0.714 V
Patch: oxide charge (cm^-2), area fraction, flat-band offset (V)
  1.0e+11  0.0625  +0.1856
  2.0e+11  0.2500  +0.0928
  3.0e+11  0.3750  -0.0000
  4.0e+11  0.2500  -0.0928
  5.0e+11  0.0625  -0.1856
Rms flat-band spread 0.0928 V
All patches between flat band and 1.5 phi_F: V 0.186 to 0.588 V
Mean patch reaches 2 phi_F at V = 0.996 V
V (V), C_HF/C_ox, apparent psi (V), Terman D, high-low D (cm^-2 eV^-1)
  0.000  0.5891  +0.0018  +3.58e+11  below 1e4
  0.100  0.4777  +0.0426  +2.90e+11  below 1e4
  0.186  0.3941  +0.0861  +1.36e+11  below 1e4
  0.300  0.3135  +0.1587  -2.39e+10  below 1e4
  0.400  0.2688  +0.2319  -5.12e+10  7.96e+04
  0.500  0.2387  +0.3090  -3.86e+10  1.46e+06
  0.996  0.1691  +0.6989  +2.74e+11  3.89e+11
Terman D changes sign at V = 0.274 V
Full-depletion formula at 0.5 V: -4.05e+10 cm^-2 eV^-1
Largest high-low |D|, V -0.2 to 0.588 V: 2.0e+07 cm^-2 eV^-1
Small-spread test, rms 9.28 mV: Terman 4.047e+09, law 4.050e+09 cm^-2 eV^-1
LF excess over HF if traps caused the curve, V=0: 8.37 %
Real uniform traps: 3.00e+11 cm^-2 eV^-1; read at V = 0.4 V:
  no patches: Terman 3.000e+11, high-low 3.000e+11 cm^-2 eV^-1
  with patches: Terman 2.520e+11, high-low 3.006e+11 cm^-2 eV^-1
Neglected effects; false D in cm^-2 eV^-1 at V = 0 and 0.4 V:
  0.5 % LF/HF calibration error, high-low: 1.9e+10, 2.7e+09
  5 % doping error, Terman: +3.3e+10, +7.3e+10
  1 nm carrier displacement, Terman: +9.6e+10, +1.6e+08
Un-ionized acceptors in the bulk, rough: 1.1 %
Largest surface hole density / N_v at V=0: 4.5e-03
Depletion width at 2 phi_F 298 nm; edge area of 50 um patches 2.4 %
Majority relaxation times angular frequency at 1 MHz: 1.0e-05
Largest oxide field 0.194 MV/cm, silicon field 0.065 MV/cm
log10 of Fowler-Nordheim factor: -542
```
